\section*{Transfer length and the coth law for planar contact resistance}

A metal strip lies on a thin conducting film. Current flows along the film, passes under the front edge of the strip, and leaks upward through the interface into the metal. Four quantities describe this contact: its length $d$ along the current, its width $W$ across the current, the sheet resistance $R_k$ of the film below the metal, and the specific contact resistivity $\rho_c$ of the interface. The last is defined by $V=\rho_c j$, where $V$ is the voltage across the interface and $j$ the current per unit area through it. Thus $R_k$ is measured in ohms and $\rho_c$ in ohms times area.

Dimensions and symmetry fix much of the answer. If the flow is uniform across the width, two equal strips side by side are two equal resistors in parallel, so the contact resistance $R_c$ is proportional to $1/W$. The product $R_cW$ has the dimension of resistance times length and can depend on $R_k$, $\rho_c$ and $d$. In a combination $\rho_c^aR_k^b$ the ohms cancel if $b=-a$, and a length remains if $2a=1$. The film and the interface therefore define, up to a numerical factor, one length,
\begin{equation}
L_T=\sqrt{\frac{\rho_c}{R_k}},
\end{equation}
called the transfer length. It follows that
\begin{equation}
R_c=\frac{R_kL_T}{W}\,f\!\left(\frac{d}{L_T}\right),
\end{equation}
with a dimensionless function $f$. Two limits can be anticipated. For a very short contact the film below the metal hardly matters, the interface acts as a plain resistor $\rho_c/(Wd)$, and $f(u)\to1/u$ for small $u=d/L_T$. For a very long contact the current has left the film before it reaches the back edge, so $f$ should approach a constant. The constant and the curve between the limits require the distribution of current.

Let $x$ run from the front edge, $x=0$, to the back edge, $x=d$. The flow is steady and ohmic. The metal is taken as an equipotential and its potential as zero, which requires the voltage drop along the metal to be small compared with the voltages in the film. The film is taken to be so thin that one potential $V(x)$ describes each cross-section; the error of this assumption is worked out below. Let $I(x)$ be the current in the film, positive towards increasing $x$.

A slice of film of length $dx$ and width $W$ contains $dx/W$ squares in series, so its resistance is $R_k\,dx/W$. The potential falls in the direction of the current:
\begin{equation}
\frac{dV}{dx}=-\frac{R_k}{W}I .
\label{ohm}
\end{equation}
The interface above the slice has area $W\,dx$ and carries the current density $V/\rho_c$ into the metal. Conservation of charge requires $I(x)-I(x+dx)=W\,dx\,V/\rho_c$, or
\begin{equation}
\frac{dI}{dx}=-\frac{W}{\rho_c}V .
\label{leak}
\end{equation}
Differentiating (\ref{ohm}) and inserting (\ref{leak}) removes the current. The two minus signs cancel and the width drops out:
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{dI}{dx}
=\frac{R_k}{\rho_c}V=\frac{V}{L_T^2}.
\label{ode}
\end{equation}

Two boundary conditions select the solution. All the current enters at the front, $I(0)=I_0$. None passes the back edge, $I(d)=0$. The second condition holds if the film ends at $x=d$, and also if it continues to a floating end that draws no current. It fails if another terminal beyond the contact takes current from the film.

By (\ref{ohm}), $I(d)=0$ means $V'(d)=0$. The general solution of (\ref{ode}) can be written with hyperbolic functions of the distance from the back edge,
\begin{equation}
V(x)=A\cosh\frac{d-x}{L_T}+B\sinh\frac{d-x}{L_T}.
\end{equation}
Its derivative at $x=d$ is $-B/L_T$, so $B=0$. Equation (\ref{ohm}) then gives the current,
\begin{equation}
I(x)=-\frac{W}{R_k}\frac{dV}{dx}
=\frac{WA}{R_kL_T}\sinh\frac{d-x}{L_T},
\end{equation}
where the minus sign from differentiating $d-x$ has cancelled the one in Ohm's law. Setting $I(0)=I_0$ gives $A=I_0R_kL_T/(W\sinh u)$, and hence
\begin{align}
I(x)&=I_0\,\frac{\sinh[(d-x)/L_T]}{\sinh u},\label{current}\\
V(x)&=I_0\,\frac{R_kL_T}{W}\,
\frac{\cosh[(d-x)/L_T]}{\sinh u}.\label{voltage}
\end{align}

The contact resistance is the voltage between the film at the front edge and the metal, divided by the total current. With $x=0$ in (\ref{voltage}),
\begin{equation}
R_c=\frac{V(0)}{I_0}=\frac{R_kL_T}{W}\coth\frac{d}{L_T}.
\label{main}
\end{equation}
The unknown function is $f(u)=\coth u$. The definition includes the film below the metal and excludes the film in front of it.

For a long contact the correction follows by writing out the exponentials:
\begin{equation}
\coth u-1=\frac{(e^u+e^{-u})-(e^u-e^{-u})}{e^u-e^{-u}}
=\frac{2}{e^{2u}-1}.
\label{excess}
\end{equation}
It vanishes as $2e^{-2u}$, so
\begin{equation}
R_c\to\frac{R_kL_T}{W}=\frac{\sqrt{R_k\rho_c}}{W}
\qquad(d\gg L_T).
\label{long}
\end{equation}
The second form uses $R_kL_T=R_k\sqrt{\rho_c/R_k}$. The same limit can be found directly. On an infinitely long contact the growing exponential is excluded, so $V=V(0)e^{-x/L_T}$, and (\ref{ohm}) gives $I_0=WV(0)/(R_kL_T)$. The film current also falls as $e^{-x/L_T}$, and a fraction $1-1/e$, about $63\%$, enters the metal within the first transfer length. Since $R_kL_T=\rho_c/L_T$, the resistance (\ref{long}) also equals $\rho_c/(WL_T)$: a long contact has the resistance of a uniformly loaded interface of length $L_T$. Added length beyond a few $L_T$ carries almost no current.

Equation (\ref{excess}) tells how long is long enough. The excess over the limiting resistance is $1\%$ when $e^{2u}-1=200$, that is, at $u=\tfrac12\ln201\approx2.65$.

In the opposite limit the hyperbolic functions are expanded for small $u$:
\begin{equation}
\coth u=\frac{1+u^2/2+\cdots}{u\,(1+u^2/6+\cdots)}
=\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}+\cdots\right)
=\frac1u+\frac u3+\cdots .
\end{equation}
Multiplication by $R_kL_T/W$, with $R_kL_T^2=\rho_c$ in the first term, gives
\begin{equation}
R_c=\frac{\rho_c}{Wd}+\frac{R_kd}{3W}+\cdots
\qquad(d\ll L_T).
\label{short}
\end{equation}
The first term is the anticipated interface resistor. The factor one third in the second has a simple origin. In a short contact the leakage is nearly uniform and the film current falls linearly, $I=I_0(1-x/d)$. The heat produced in the film is then $(R_k/W)\int_0^dI^2dx=I_0^2R_kd/(3W)$, one third of what the full current would produce over the same length. The heat in the interface does not change at this order: at fixed total current it is smallest for uniform leakage, so a deviation from uniformity of relative order $u^2$ alters it only at relative order $u^4$.

The division of heat between film and interface can be found for any length, and it also controls the sensitivity of a measurement. With $s=(d-x)/L_T$, the two powers are
\begin{align}
P_{\rm int}&=\frac{W}{\rho_c}\int_0^dV^2dx
=\frac{I_0^2R_kL_T}{W\sinh^2u}\int_0^u\cosh^2s\,ds,\\
P_{\rm film}&=\frac{R_k}{W}\int_0^dI^2dx
=\frac{I_0^2R_kL_T}{W\sinh^2u}\int_0^u\sinh^2s\,ds .
\end{align}
In the first line $R_kL_T^2/\rho_c=1$ was used. Because $\cosh^2s+\sinh^2s=\cosh2s$, the sum of the integrals is $\tfrac12\sinh2u=\sinh u\cosh u$, and the total power is $I_0^2R_c$, as energy conservation demands. Because $\cosh^2s-\sinh^2s=1$, their difference is $u$. The interface share is therefore
\begin{equation}
p=\frac{P_{\rm int}}{I_0^2R_c}
=\frac12\left(1+\frac{u}{\sinh u\cosh u}\right)
=\frac12\left(1+\frac{2u}{\sinh2u}\right).
\label{share}
\end{equation}
It tends to one for a short contact and to one half for a long one.

The same number appears when $\rho_c$ is changed at fixed $R_k$ and $d$. Since $u=d/L_T$ depends on $L_T$, the product rule gives
\begin{equation}
\frac{d}{dL_T}\left(L_T\coth\frac d{L_T}\right)
=\coth u+\frac{u}{\sinh^2u}.
\label{monotone}
\end{equation}
Dividing by $\coth u$ shows that the logarithmic derivative of $R_c$ with respect to $L_T$ is $1+u/(\sinh u\cosh u)=2p$. As $L_T\propto\rho_c^{1/2}$,
\begin{equation}
\frac{\partial\ln R_c}{\partial\ln\rho_c}=p .
\label{sensitivity}
\end{equation}
A small relative error in $R_c$ thus becomes a relative error larger by $1/p$ in the inferred $\rho_c$, if $R_k$ and $d$ are known. The factor approaches two for a long contact.

Take as round model parameters $R_k=200\ \Omega$ per square, $\rho_c=450\ \Omega\,\mu\mathrm m^2$ (equal to $4.5\times10^{-6}\ \Omega\,\mathrm{cm}^2$), $W=100\ \mu$m, $d=3\ \mu$m and $I_0=1$ mA. Then
\begin{align}
L_T&=\sqrt{450/200}\ \mu\mathrm m=1.5\ \mu\mathrm m,
\qquad u=3/1.5=2,\\
R_c&=\frac{200\times1.5}{100}\times1.0373\ \Omega=3.112\ \Omega .
\end{align}
The long-contact value is $3\ \Omega$, so the finite length adds $3.7\%$ to it. The film is $3.11$ mV above the metal at the front edge and $0.83$ mV at the back. Division by $\rho_c$ turns these voltages into interface current densities of $6.9$ and $1.8\ \mu\mathrm A/\mu\mathrm m^2$, compared with a mean of $3.3\ \mu\mathrm A/\mu\mathrm m^2$. Dividing the current by the contact area would underestimate the load at the front by about a factor of two. Within the first transfer length $67.6\%$ of the current enters the metal, more than the $63.2\%$ of a long contact, because the current must all leave before the back edge. The interface produces $57\%$ of the heat.

These results were tested against a network of small resistors, in which Ohm's law and current conservation are solved node by node without the hyperbolic functions. Contacts from $0.2$ to $5$ transfer lengths agree with (\ref{main}) within a relative tolerance of $5\times10^{-6}$; the values are in the numerical output below. At $d=0.3\ \mu$m the resistance is $15.199\ \Omega$, while (\ref{short}) gives $15.0+0.2=15.2\ \Omega$. Lengthening the contact to $3\ \mu$m reduces the resistance to $3.112\ \Omega$; going on to $7.5\ \mu$m brings it only to $3.000\ \Omega$. The $1\%$ criterion is met at $d=3.98\ \mu$m.

A contact resistance can be separated from the resistance of the film by measuring pairs of equal contacts with different gaps $g$. Let the film in the gap have sheet resistance $R_s$. At the second contact the current flows from film to metal as above. At the first it flows the other way; this mirrors the geometry and reverses all currents and voltages, which leaves their ratio unchanged. The voltage drops add to
\begin{equation}
R(g)=\frac{R_s}{W}g+2R_c .
\label{line}
\end{equation}
The slope gives $R_s$ and the intercept at $g=0$ gives $2R_c$. This requires contacts that span the full width of the film; if the film is wider, current spreads beyond the ends of the contacts, the slope underestimates $R_s$, and the inferred $\rho_c$ is in error. It also requires negligible resistance in the metal. A strip of sheet resistance $R_m$ fed and probed at one end adds, by the same one-third argument as above, about $R_mW/(3d)$ to each contact. For $W=100\ \mu$m, $d=3\ \mu$m and $R_m=0.05\ \Omega$ per square this is about $0.56\ \Omega$, not small beside a contact resistance of $3\ \Omega$, and it hardly changes the slope. The line extrapolates to zero resistance at $g=-2\ell$, where
\begin{equation}
\ell=\frac{R_cW}{R_s}=\frac{R_k}{R_s}\,L_T\coth\frac d{L_T}.
\label{ell}
\end{equation}
If the metal has not altered the film, $R_k=R_s$ and $\ell=L_T\coth u$. The length $\ell$ equals $L_T$ in the long-contact limit and exceeds it otherwise. If it is nevertheless taken for $L_T$, the inferred contact resistivity is
\begin{equation}
R_s\ell^2=R_sL_T^2\coth^2u=\rho_c\coth^2u,
\end{equation}
too large by the factor $\coth^2u$. The remedy is to solve $L_T\coth(d/L_T)=\ell$ for $L_T$. The left side grows steadily with $L_T$, since (\ref{monotone}) is positive. It tends to zero for small $L_T$ and grows without bound for large $L_T$, so there is one solution for each positive $\ell$.

For the model contact with $R_k=R_s$, complete two-contact networks with gaps of $5$, $10$, $20$ and $40\ \mu$m have resistances of $16.224$, $26.224$, $46.224$ and $86.224\ \Omega$. The slope is $2\ \Omega/\mu$m, so $R_s=2\times100=200\ \Omega$ per square. The intercept is $6.224\ \Omega$, hence $R_c=3.112\ \Omega$ and $\ell=3.112\times100/200=1.556\ \mu$m. The long-contact shortcut gives $\rho_c=484\ \Omega\,\mu\mathrm m^2$, which is $7.6\%$ above the value put in. The full equation returns $L_T=1.500\ \mu$m and $\rho_c=450\ \Omega\,\mu\mathrm m^2$. An excess of $3.7\%$ in resistance has become about twice that in contact resistivity, because the shortcut squares $\ell$.

If forming the contact has changed the film below it, the straight line (\ref{line}) remains straight and gives no warning. With $R_k=300\ \Omega$ per square and the other parameters unchanged, the slope still gives $R_s=200\ \Omega$ per square. The transfer length is now $1.225\ \mu$m, but $\ell=1.865\ \mu$m. The intercept supplies one number, $R_c$, for two unknowns, $R_k$ and $\rho_c$.

A second voltage measurement can close this gap. A probe on a floating piece of film behind the contact draws no current and reads the potential $V(d)$. From (\ref{voltage}), the end resistance is
\begin{equation}
R_e=\frac{V(d)}{I_0}=\frac{R_kL_T}{W\sinh u},
\qquad\frac{R_c}{R_e}=\cosh u .
\end{equation}
The ratio determines $u$. Then $L_T=d/u$, equation (\ref{main}) gives $R_k=(R_cW/L_T)\tanh u$, and $\rho_c=R_kL_T^2$. For the original contact $R_c/R_e=3.1119/0.8272=3.762$, which is $\cosh2$. The method works best at intermediate lengths. At $u=5$ the end resistance is down to $0.040\ \Omega$, and a voltage offset that is small beside $V(0)$ can change the ratio strongly. In a very short contact the ratio is close to one, $\cosh u\approx1+u^2/2$, so a small relative error in it becomes a large relative error in $u^2$, and hence in $R_k\approx R_cWu^2/d$. The contact resistivity, $\rho_c\approx R_cWd$ in this limit, is hardly affected.

It remains to examine the assumption of a single potential per cross-section. Let the film have thickness $t$ and isotropic resistivity $\rho_f=R_kt$, and let $z$ run from its insulating bottom, $z=0$, to the interface, $z=t$. The potential $\phi(x,z)$ obeys $\partial_x^2\phi+\partial_z^2\phi=0$. At the bottom $\partial_z\phi=0$; at the top Ohm's law gives $\partial_z\phi=-\rho_fj$, with $j$ the current density into the metal. Averaging the equation over the thickness, with a bar for the average, yields
\begin{equation}
\frac{d^2\bar\phi}{dx^2}
=-\frac1t\Big[\partial_z\phi\Big]_0^t
=\frac{\rho_f}{t}\,j=R_kj .
\end{equation}
This has the form of the sheet equation (\ref{ode}), with $V/\rho_c$ replaced by $j$. The approximation lies in the other relation, because the interface responds to the potential at the top, $\phi(x,t)=\rho_cj$, and not to the average.

When $t\ll L_T$ and the point is not within about a thickness of an edge, $\partial_x^2\phi$ is nearly the same at all heights. Then $\partial_z^2\phi\approx-\rho_fj/t$. Two integrations, the first using $\partial_z\phi=0$ at the bottom, give
\begin{equation}
\partial_z\phi\approx-\rho_fj\,\frac zt,\qquad
\phi(x,z)-\phi(x,t)\approx\frac{\rho_fj}{2t}\,(t^2-z^2).
\end{equation}
The average of $t^2-z^2$ is $2t^2/3$, so
\begin{equation}
\bar\phi\approx\left(\rho_c+\frac{\rho_ft}{3}\right)j .
\end{equation}
To leading order the sheet equations survive with $\rho_c$ replaced by $\rho_c+\rho_ft/3$. The relative change is $\rho_ft/(3\rho_c)=R_kt^2/(3\rho_c)=t^2/(3L_T^2)$. If the contact is also much longer than the film is thick, so that the edge regions matter little, (\ref{sensitivity}) shows that $R_c$ rises by approximately the fraction $p\,t^2/(3L_T^2)$.

For $t=0.15\ \mu$m, one tenth of $L_T$, this estimate is $0.573\times0.01/3=0.19\%$. A two-dimensional solution of the potential in the film, at fixed $R_k$, also gives an excess of $0.19\%$ over (\ref{main}). At $t=0.6\ \mu$m the excess is $2.8\%$: the two-dimensional resistance is $3.200\ \Omega$, compared with $3.207\ \Omega$ from the coth law with the corrected $\rho_c$. The small remainder comes from the front edge. For a film that ends at $x=d$, the function $\cos(kz)\cosh[k(d-x)]$ with $kt\tan kt=t^2/L_T^2$ satisfies the potential equation and the conditions at the bottom, the interface and the back face exactly. Alone it gives $R_k\coth(kd)/(Wk)=3.207\ \Omega$, the corrected value; it fails only to match the uniform flow arriving at the front edge, where this profile has not yet formed. The sheet picture thus requires $t^2\ll3L_T^2$. A very good interface on a thick film violates this condition, because a small $\rho_c$ makes $L_T$ short. The resistance of the contact is then governed by current spreading inside the film, and a value of $\rho_c$ inferred from (\ref{main}) no longer describes the interface alone.

\section*{Calculated quantities}
\begin{verbatim}
Sheet resistance R_s = R_k: 200 ohm per square
Contact resistivity rho_c: 450 ohm um^2 = 4.50e-06 ohm cm^2
Width W: 100 um; contact length d: 3.0 um; current: 1.0 mA
Transfer length L_T: 1.5000 um; d/L_T: 2.0000
coth(d/L_T): 1.03731
Long-contact resistance: 3.0000 ohm
R_c, coth formula: 3.11194 ohm; network: 3.11194 ohm
Front voltage: 3.1119 mV; back voltage: 0.8272 mV
Current transferred within L_T: 67.60 %
Interface current density at front: 6.915 uA/um^2
Interface current density at back: 1.838 uA/um^2
Mean interface current density: 3.333 uA/um^2
Interface share of heat: 57.33 %
Length series: d/um, d/L_T, R_c network/ohm, R_c formula/ohm,
  end resistance/ohm, excess over long limit/%, interface heat/%
  0.30 0.2 15.19947 15.19947 14.90046 406.649 98.69
  0.75 0.5 6.49186 6.49186 5.75710 116.395 92.55
  1.50 1.0 3.93911 3.93911 2.55275 31.304 77.57
  3.00 2.0 3.11194 3.11194 0.82716 3.731 57.33
  4.50 3.0 3.01491 3.01491 0.29946 0.497 51.49
  7.50 5.0 3.00027 3.00027 0.04043 0.009 50.05
Very long contact, d/L_T = 12: R_c 3.00000 ohm; transferred within L_T 63.21 %
Excess falls to 1 % at d/L_T = 2.6517, d = 3.977 um
Short contact, d = 0.30 um: interface 15.0000 + sheet 0.2000 = 15.2000 ohm
Gap 5 um: total resistance 16.2239 ohm
Gap 10 um: total resistance 26.2239 ohm
Gap 20 um: total resistance 46.2239 ohm
Gap 40 um: total resistance 86.2239 ohm
Line fit: slope 2.00000 ohm/um, intercept 6.22390 ohm
Sheet resistance from slope: 200.000 ohm per square
Half the gap-axis intercept: 1.5560 um
Full inversion: L_T 1.5000 um, rho_c 450.00 ohm um^2
Long-contact shortcut: rho_c 484.21 ohm um^2, error 7.60 %
With R_k = 300 ohm per square: L_T 1.2247 um, R_c 3.7294 ohm
  slope still gives 200.00 ohm per square; half intercept 1.8647 um
Thickness series: t/um, t/L_T, R_c 2D/ohm, corrected formula/ohm,
  excess of 2D over coth formula/%
  0.15 0.1 3.11780 3.11789 0.188
  0.30 0.2 3.13489 3.13569 0.738
  0.60 0.4 3.20025 3.20652 2.838
\end{verbatim}
